# Diffusion-limited growth of a planar reaction product layer

## The question

A metal substrate reacts with an oxidant and becomes covered by a planar layer of solid product. The oxidant enters at the outer face, diffuses through the product and converts more substrate at the inner interface. The metal atoms in the product do not migrate.

Let $x$ be measured from the outer face into the layer, in a frame fixed to the metal lattice of the product. The layer occupies $0<x<X(t)$, with $X(0)=0$. The total oxidant concentration $c(x,t)$ counts every oxidant atom per volume, whether bound in the lattice or mobile. Its values at the two faces of the product are held fixed:

$$c(0,t)=c_0,\qquad c(X^-,t)=c_1,\qquad \Delta=c_0-c_1>0 .$$

Here $X^-$ denotes the product side of the inner interface. The oxidant flux in the product, positive towards the substrate, is $-D\,\partial c/\partial x$ with constant $D$.

The product contains $m_p$ metal atoms per volume and the substrate $m_s$, both constant. The substrate has a uniform dissolved oxidant concentration $c_s$, and no oxidant diffuses within it. Any volume change on reaction is taken up normal to the layer.

For the numerical parts, use a model compound with $m_p=30\ \mathrm{nm^{-3}}$, $m_s=50\ \mathrm{nm^{-3}}$ and $D=10\ \mathrm{nm^2/s}$. The number of oxidant atoms per metal atom is $r_0=2.0$ at the outer face, $r_1=1.9$ on the product side of the inner interface, and $r_s=0.5$ in the substrate. Nanometres and seconds are used because atomic units are unnatural for growth lasting an hour.

## Part (a): conservation at the moving interface

**Question.** Let $J$ be the oxidant flux arriving at the inner interface through the product. Relate $J$ to the interface speed $\dot X=dX/dt$. Identify the concentration that multiplies $\dot X$, and state what it means.

**Answer.** Consider unit area during a short time $dt$. The layer thickens by $dX$, and the new product contains $m_p\,dX$ metal atoms. These came from a slice of substrate whose thickness $d\ell$ follows from conservation of metal:

$$m_s\,d\ell=m_p\,dX,\qquad d\ell=\frac{m_p}{m_s}\,dX .$$

The slice already held $c_s\,d\ell$ oxidant atoms. Diffusion supplied another $J\,dt$. Together they must make up the oxidant in the new product, which forms at concentration $c_1$:

$$J\,dt+c_s\,d\ell=c_1\,dX .$$

Inserting $d\ell$ and dividing by $dt$ gives

$$J=S\dot X,\qquad S=c_1-c_s\frac{m_p}{m_s}. \tag{1}$$

Thus $S$ is the required stoichiometric concentration jump: the oxidant that must be added to existing substrate to make one unit volume of product at the inner-interface composition. Since $c_1=m_pr_1$ and $c_s=m_sr_s$, it can also be written

$$S=m_p(r_1-r_s). \tag{2}$$

This form shows why the volume ratio appears. The comparison must be made for the same number of metal atoms, not for equal volumes of two phases with different metal densities. The simple difference $c_1-c_s$ is correct if $m_p=m_s$ or $c_s=0$.

The jump $S$ is distinct from $\Delta$. The difference $\Delta$ lies across the product and drives diffusion. The jump $S$ lies across the phase boundary and sets how much oxidant each increment of growth consumes. Oxidant bound uniformly in the lattice contributes nothing to the gradient of $c$, but it must be counted in $S$.

The same result follows from velocities. If the substrate moves at velocity $v$ in the product frame, metal conservation reads $m_p\dot X=m_s(\dot X-v)$, so

$$v=\dot X\left(1-\frac{m_p}{m_s}\right).$$

The interface advances into the substrate at the relative speed $\dot X-v=(m_p/m_s)\dot X$, so the oxidant balance is

$$c_1\dot X=J+c_s(\dot X-v)=J+c_s\frac{m_p}{m_s}\dot X,$$

which is equation (1) again. For $m_p<m_s$ the product takes more room than the metal it consumes, and $v>0$: the substrate is pushed away from the outer face.

If oxidant did diffuse into the substrate with flux $J_s$ leaving the interface, measured relative to the substrate lattice, the balance would become $S\dot X=J-J_s$, with $c_s$ in $S$ taken at the interface. The remaining parts have $J_s=0$.

## Part (b): a nearly linear profile

**Question.** Suppose the concentration profile is close to a straight line at each instant. Find $X(t)$, and determine from the result when this supposition is consistent. How does the answer change if a layer of thickness $X_0$ is already present?

**Answer.** A straight profile falls by $\Delta$ over the distance $X$, so

$$\frac{\partial c}{\partial x}=-\frac{\Delta}{X},\qquad J=-D\frac{\partial c}{\partial x}=\frac{D\Delta}{X}.$$

Equation (1) then gives

$$S\dot X=\frac{D\Delta}{X},\qquad X\dot X=\frac{D\Delta}{S}.$$

The left side is $\tfrac12\,d(X^2)/dt$. Integrating from $X(0)=0$,

$$X^2=\frac{2D\Delta}{S}\,t,\qquad X=\sqrt{\frac{2D\Delta}{S}\,t}. \tag{3}$$

The thickness grows as the square root of time because a thicker layer has a smaller gradient. Doubling the thickness halves the growth speed and requires four times the total time.

For the profile to stay nearly straight, diffusion across the layer must be fast compared with growth. The diffusion time is of order $X^2/D$, and the growth time is of order $X/\dot X$. Their ratio is

$$\frac{X^2/D}{X/\dot X}=\frac{X\dot X}{D}=\frac{\Delta}{S}\equiv\varepsilon .$$

The approximation therefore requires $\varepsilon\ll1$: the concentration difference across the product must be small compared with the jump at its inner interface. This ratio does not change with time, so waiting longer does not improve the approximation.

With an initial thickness $X_0$ and a nearly straight initial profile, the same integration gives

$$X^2=X_0^2+\frac{2D\Delta}{S}\,t .$$

The thickness itself is then not proportional to $\sqrt t$, although it approaches that behaviour when the second term is much larger than the first.

## Part (c): the full diffusion problem

**Question.** Remove the assumption of a straight profile. Find a solution of the diffusion equation that satisfies both fixed concentrations and the interface balance. What does it imply for the time dependence of $X$?

**Answer.** In the product frame the metal lattice is at rest, so there is no convective term:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The problem starts from zero thickness and supplies no fixed length. This suggests a profile that depends on the single dimensionless variable

$$c(x,t)=f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}} .$$

The derivatives follow from $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$:

$$\frac{\partial c}{\partial t}=-\frac{\eta}{2t}f',\qquad
D\frac{\partial^2c}{\partial x^2}=\frac{1}{4t}f'' .$$

Equating them and multiplying by $4t$ gives

$$f''+2\eta f'=0,\qquad f'=A e^{-\eta^2},$$

where $A$ is a constant. With $\operatorname{erf}(\eta)=(2/\sqrt\pi)\int_0^\eta e^{-s^2}ds$ and $f(0)=c_0$,

$$f(\eta)=c_0+\frac{\sqrt\pi}{2}A\operatorname{erf}(\eta).$$

At the inner interface $f$ must equal $c_1$ at every time. Since erf increases steadily with its argument, $\eta$ must have the same value there at every time. Calling this value $\lambda$,

$$X(t)=2\lambda\sqrt{Dt}. \tag{4}$$

The condition $f(\lambda)=c_1$ fixes $A=-2\Delta/[\sqrt\pi\operatorname{erf}(\lambda)]$, and hence

$$c(x,t)=c_0-\Delta\,\frac{\operatorname{erf}\!\left[x/(2\sqrt{Dt})\right]}{\operatorname{erf}(\lambda)}. \tag{5}$$

It remains to find $\lambda$ from the interface balance. Differentiating equation (5),

$$-D\frac{\partial c}{\partial x}
=\frac{\Delta}{\operatorname{erf}(\lambda)}\sqrt{\frac{D}{\pi t}}\;e^{-x^2/(4Dt)} . \tag{6}$$

At $x=X$ the exponential is $e^{-\lambda^2}$. Equation (4) gives $\dot X=\lambda\sqrt{D/t}$. Substituting both into $J=S\dot X$,

$$\frac{\Delta}{\operatorname{erf}(\lambda)}\sqrt{\frac{D}{\pi t}}\;e^{-\lambda^2}
=S\lambda\sqrt{\frac Dt}.$$

The factor $\sqrt{D/t}$ cancels, leaving an equation without time:

$$\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}(\lambda)=\frac{\Delta}{S}=\varepsilon . \tag{7}$$

For $\lambda>0$ the left side is a product of positive increasing functions. It rises from zero without bound, so each $\varepsilon>0$ gives one positive root. Square-root growth thus holds in this model without requiring a straight profile or a small $\varepsilon$.

If $S$ tends to zero from above, then $\varepsilon$ and $\lambda$ grow without bound. If $S<0$, equation (7) has no positive root. A positive jump is therefore needed for this kind of growth: the substrate must contain less oxidant per metal atom than the product formed at the interface.

## Part (d): correction, fluxes and uptake

**Question.** For small $\varepsilon$, find the first correction to the estimate of part (b). Compare the fluxes at the two faces, and find the total oxidant uptake per area.

**Answer.** For small $\lambda$,

$$\operatorname{erf}(\lambda)=\frac{2}{\sqrt\pi}\left(\lambda-\frac{\lambda^3}{3}+\cdots\right),\qquad e^{\lambda^2}=1+\lambda^2+\cdots .$$

The left side of equation (7) becomes

$$2\lambda^2\left(1-\frac{\lambda^2}{3}\right)(1+\lambda^2)+\cdots
=2\lambda^2+\frac43\lambda^4+\cdots=\varepsilon .$$

To leading order $\lambda^2=\varepsilon/2$. Using this value in the quartic term,

$$\lambda^2=\frac{\varepsilon}{2}-\frac23\left(\frac{\varepsilon}{2}\right)^2+\cdots
=\frac{\varepsilon}{2}\left(1-\frac{\varepsilon}{3}+\cdots\right).$$

Since $X$ is proportional to $\lambda$, taking the square root gives

$$X=\sqrt{2D\varepsilon t}\left(1-\frac{\varepsilon}{6}+\cdots\right). \tag{8}$$

The straight-profile estimate is too large by a fraction close to $\varepsilon/6$ of the true thickness.

Equation (6) gives the fluxes at $x=0$ and $x=X$. Their ratio is

$$\frac{J_{\rm outer}}{J}=e^{\lambda^2}>1 .$$

The excess entering flux is stored in the layer. At a fixed position in the product, $c$ rises with time as the inner interface moves away.

The total uptake $N$ per area is the time integral of the outer flux. Because $\int_0^t s^{-1/2}ds=2\sqrt t$,

$$N=\frac{2\Delta}{\operatorname{erf}(\lambda)}\sqrt{\frac{Dt}{\pi}} . \tag{9}$$

It divides into two contributions:

$$N=SX+\int_0^X(c-c_1)\,dx . \tag{10}$$

To verify this, differentiate the right side. The first term gives $S\dot X=J$. In the second, the moving limit contributes nothing because $c=c_1$ there, and the diffusion equation gives $\int_0^X(\partial c/\partial t)\,dx=J_{\rm outer}-J$. The sum is $J_{\rm outer}$, as required, and both sides of equation (10) start from zero. The first term is the oxidant needed for conversion; the second is the additional oxidant stored above the composition $c_1$.

## Part (e): growth for one hour

**Question.** Evaluate the jump and the thickness after 900 s and 3600 s. Find how much substrate has been consumed after 3600 s. What thickness would result from using $c_1-c_s$, or $c_1$ alone, as the jump?

**Answer.** The concentrations are

$$c_0=30\times2.0=60,\qquad c_1=30\times1.9=57,\qquad c_s=50\times0.5=25,$$

all in $\mathrm{nm^{-3}}$. Thus $\Delta=3\ \mathrm{nm^{-3}}$, while

$$S=57-25\times\frac{30}{50}=57-15=42\ \mathrm{nm^{-3}},\qquad
\varepsilon=\frac{3}{42}=0.0714 .$$

Equation (7) gives $\lambda=0.18679$, so

$$\frac{X^2}{t}=4D\lambda^2=1.396\ \mathrm{nm^2/s}.$$

After 3600 s the thickness is $\sqrt{1.3956\times3600}=70.9$ nm, or about 1340 bohr. After 900 s it is 35.4 nm, half as much after a quarter of the time. The estimate (3) gives 71.7 nm after 3600 s. Its relative excess is 1.17%, close to $\varepsilon/6=1.19\%$.

The consumed substrate thickness is

$$\ell=\frac{m_p}{m_s}X=0.6\times70.88=42.5\ \mathrm{nm}.$$

The layer is thicker than the metal it replaced by about 28 nm, which is the accumulated expansion.

At 3600 s the inner flux is $0.413$ and the outer flux $0.428\ \mathrm{nm^{-2}\,s^{-1}}$. The total uptake is about $3083\ \mathrm{nm^{-2}}$. Conversion accounts for $SX=42\times70.88\approx2977\ \mathrm{nm^{-2}}$, leaving about $106\ \mathrm{nm^{-2}}$ as the stored excess in equation (10).

The two other choices of jump lead to different thicknesses after 3600 s:

- Using $c_1-c_s=32\ \mathrm{nm^{-3}}$ gives 80.9 nm, about 14% above the correct value. It credits the new product with oxidant from an equal volume of substrate, although a smaller volume was consumed.
- Using $c_1=57\ \mathrm{nm^{-3}}$ gives 61.0 nm, about 14% below the correct value. It ignores the oxidant already dissolved in the substrate.

A separate atom count tests the growth law. The metal is divided into cells that are each 1 nm thick after conversion. By conservation of metal, each cell was 0.6 nm thick before conversion, so it starts with $25\times0.6=15$ oxidant atoms per $\mathrm{nm^2}$. Oxidant moves between product cells by diffusion, and a substrate cell becomes product when its oxidant content reaches the required composition. No equation for the interface speed is imposed. The count gives 70.9 nm after 3600 s, in agreement with equations (4) and (7) for $S=42\ \mathrm{nm^{-3}}$. Metal conservation enters through the starting content, so the count does not test that premise; it tests the growth that follows from it. Between 900 s and 3600 s its growth exponent is 0.500. The values are collected in the numerical output.

## Part (f): a larger concentration difference

**Question.** Change $c_1$ to $45\ \mathrm{nm^{-3}}$ and keep the other data. Find the thickness after 1800 s, and explain the departure from a straight profile.

**Answer.** Now $\Delta=15\ \mathrm{nm^{-3}}$ and $S=45-15=30\ \mathrm{nm^{-3}}$, so $\varepsilon=0.5$. Equation (7) gives $\lambda=0.46479$ and $X=124.7$ nm. The atom count also gives 124.7 nm. The straight-profile estimate is 134.2 nm, about 7.6% too large relative to the full solution.

Let $u=x/X$. Equation (5) says that the fraction of $\Delta$ lost by position $u$ is $\operatorname{erf}(u\lambda)/\operatorname{erf}(\lambda)$, whereas a straight profile gives $u$. Expanding both error functions,

$$\frac{\operatorname{erf}(u\lambda)}{\operatorname{erf}(\lambda)}-u
\approx\frac{\lambda^2}{3}\,u(1-u^2).$$

The right side is largest when $1-3u^2=0$, or $u=1/\sqrt3$. Its value there is $2\lambda^2/(9\sqrt3)\approx0.028$. The profile from the atom count departs from the straight line by at most 0.027 of $\Delta$ at the positions compared, but from equation (5) by at most 0.0013 of $\Delta$. The curvature is therefore the expected effect of storage in a growing layer.

## Part (g): a slow interface reaction

**Question.** Suppose that the inner concentration is no longer fixed. Instead it takes a value $c_i$ such that the reaction consumes a flux $J=k(c_i-c_1)$, where $k$ is a constant speed and $c_1$ is now the equilibrium value. For $\varepsilon\ll1$, find the growth law and the condition for recovering part (b).

**Answer.** With a nearly straight profile, the same flux passes through the layer and the reaction:

$$J=\frac{D(c_0-c_i)}{X}=k(c_i-c_1).$$

Hence $c_0-c_i=JX/D$ and $c_i-c_1=J/k$. Adding these two differences eliminates $c_i$:

$$\Delta=J\left(\frac XD+\frac1k\right).$$

The product now forms at $c_i$ rather than $c_1$. This changes the jump by at most $\Delta$, a relative change of at most $\varepsilon$, which is neglected at leading order. Setting $J=S\dot X$ and integrating from zero thickness,

$$\frac{X^2}{2D}+\frac Xk=\frac{\Delta}{S}\,t .$$

When $X\ll D/k$, the linear term dominates and $X\approx k\Delta t/S$. When $X\gg D/k$, the quadratic term dominates and equation (3) is recovered. The approach is slow: completing the square gives $(X+D/k)^2=2D\varepsilon t+(D/k)^2$, so equation (3) overestimates $X$ by about $D/k$, a relative error of about $D/(kX)$. The square-root law thus describes the later regime, in which diffusion through the product is much slower than the interface reaction. To leading order in $\varepsilon$ the same stoichiometric jump $S$ appears in both regimes, because the concentration at which the product forms shifts by at most $\Delta$, which is small compared with $S$.

These laws belong to the model: immobile metal atoms, constant $D$, no oxidant diffusion in the substrate, no electric field in the layer and an intact planar product. Real scales can depart from them. Many metals oxidise by outward migration of metal ions, $D$ can depend on composition, very thin films can grow under electric fields, and thick layers can crack or detach, after which growth no longer follows the square-root law.

## Calculated quantities

```
WORKED EXAMPLE
metal density, product: 30.0 nm^-3
metal density, substrate: 50.0 nm^-3
oxidant/metal, outer face: 2.00
oxidant/metal, inner face: 1.90
oxidant/metal, substrate: 0.50
diffusion coefficient: 10.0 nm^2/s
c_outer: 60.0 nm^-3
c_inner: 57.0 nm^-3
c_substrate: 25.0 nm^-3
driving difference: 3.00 nm^-3
required jump: 42.00 nm^-3
driving difference/jump: 0.07143
lambda: 0.18679
exact X^2/t: 1.3956 nm^2/s
quasi-steady X^2/t: 1.4286 nm^2/s
time: 900 s
  exact thickness: 35.44 nm
  quasi-steady thickness: 35.86 nm
  atom-count thickness: 35.44 nm
  exact uptake: 1541.4 atoms/nm^2
  atom-count uptake: 1541.3 atoms/nm^2
time: 3600 s
  exact thickness: 70.88 nm
  quasi-steady thickness: 71.71 nm
  atom-count thickness: 70.89 nm
  exact uptake: 3082.8 atoms/nm^2
  atom-count uptake: 3082.7 atoms/nm^2
growth exponent from atom count: 0.5002
exact thickness at 3600 s: 1339.5 bohr
quasi-steady excess: 1.17 %
estimate ratio/6: 1.19 %
substrate consumed at 3600 s: 42.53 nm
growth speed at 3600 s: 0.009845 nm/s
inner flux at 3600 s: 0.41348 atoms/(nm^2 s)
outer flux at 3600 s: 0.42816 atoms/(nm^2 s)
wrong jump c_inner-c_substrate: 32.00 nm^-3
  its thickness at 3600 s: 80.92 nm
wrong jump c_inner alone: 57.00 nm^-3
  its thickness at 3600 s: 61.03 nm
LARGER DRIVING RATIO
c_inner: 45.0 nm^-3; time: 1800 s
ratio: 0.500; lambda: 0.46479
exact thickness: 124.72 nm
quasi-steady thickness: 134.16 nm
atom-count thickness: 124.72 nm
largest error of curved profile/difference: 0.0013
largest error of straight profile/difference: 0.0273
small-ratio correction coefficient: 0.33318
```
